# Peak heating of a pulsed device with one thermal time constant

## Question

I am stuck on an exercise about self-heating in power transistors. The device is described by a single thermal time constant. It receives periodic power pulses, each lasting one time constant, at 50 percent duty. I am supposed to show that the peak heating reaches 73 percent of the continuous-power value.

I have two arguments, and neither gives 73. If I follow one pulse, the temperature rise gets to $1-e^{-1}$ of its final value, which is 63 percent. If I say that the device receives half the power on average, I get 50 percent. Where does 73 come from, and 73 percent of what? I would also like to know how far to trust the number for a real device, say a gallium nitride transistor on silicon carbide.

## Answer

Both of your numbers are correct answers to other questions. The 63 percent is the peak of the first pulse, which starts from a cold device. The 50 percent is the time average of the rise. The exercise asks for the peak after many pulses, when each pulse starts on a device still warm from the one before.

### What is being compared

Let $\theta$ be the temperature rise above a base held at fixed temperature. The device has thermal resistance $R$ to the base and heat capacity $C$. The power that does not flow out to the base is stored as heat:

$$C\frac{d\theta}{dt}=P(t)-\frac{\theta}{R}.$$

During a pulse $P(t)=P$, and between pulses $P(t)=0$. I take $R$, $C$ and $P$ to be independent of temperature. Multiplying by $R$ and writing $\tau=RC$ gives

$$\tau\frac{d\theta}{dt}=PR-\theta\quad\text{(on)},\qquad \tau\frac{d\theta}{dt}=-\theta\quad\text{(off)}.$$

If the power stays on, the rise settles where $d\theta/dt=0$, at $\theta=PR$. This is the continuous-power value. It refers to the same power $P$ held on without pause, not to the average power $P/2$. At 50 percent duty the pause is as long as the pulse, so both last $\tau$ and the period is $2\tau$.

### One period

During the pulse, follow the distance still to go, $u=PR-\theta$. Since $PR$ is constant, $du/dt=-d\theta/dt=-u/\tau$, so $u$ decays as $e^{-t/\tau}$. Let the pulse start at the valley value $\theta_v$. After a time $\tau$ the distance has shrunk by $e^{-1}$, and the rise is

$$\theta_p=PR-(PR-\theta_v)e^{-1}=PR(1-e^{-1})+\theta_v e^{-1}.$$

With $\theta_v=0$ this is your 63 percent. The last term is the heat left over from earlier pulses.

During the pause $\theta$ itself decays, and after a time $\tau$ it has fallen to $\theta_p e^{-1}$.

As long as $\theta<PR$, the rise grows throughout the pulse, and it falls throughout the pause. The maximum is therefore at the end of the pulse, and the minimum is at its start.

### The repeating state

When the pattern repeats, the value at the end of the pause is the value at which the next pulse starts, so $\theta_v=\theta_p e^{-1}$. Insert this in the equation for $\theta_p$:

$$\theta_p=PR(1-e^{-1})+\theta_p e^{-2}.$$

Collect the terms in $\theta_p$:

$$\theta_p(1-e^{-2})=PR(1-e^{-1}).$$

The left bracket is a difference of squares, $1-e^{-2}=(1-e^{-1})(1+e^{-1})$. Cancelling the common factor, which is not zero, leaves

$$\boxed{\theta_p=\frac{PR}{1+e^{-1}}=0.731\,PR}$$

The valley follows from $\theta_v=\theta_p e^{-1}$:

$$\theta_v=\frac{PR\,e^{-1}}{1+e^{-1}}=\frac{PR}{e+1}=0.269\,PR.$$

Peak and valley add up to $PR$, so they lie equally far above and below $PR/2$.

Your 50 percent is the time average. Integrate the heat balance over one full period. The stored heat returns to its starting value, so the left side gives zero:

$$0=P\tau-\frac1R\int_0^{2\tau}\theta\,dt\quad\Rightarrow\quad \bar\theta=\frac{1}{2\tau}\int_0^{2\tau}\theta\,dt=\frac{PR}{2}.$$

The peak is $0.731/0.5=1.46$ times this average. Using the average power alone would underestimate the hottest moment.

### Does the device get there?

So far I have assumed that the pattern repeats. To see that it comes to do so, let $\theta_n$ be the rise at the end of pulse $n$. The pause reduces it to $\theta_n e^{-1}$, and the next pulse starts from there:

$$\theta_{n+1}=PR(1-e^{-1})+e^{-2}\theta_n.$$

The repeating peak satisfies the same relation, $\theta_p=PR(1-e^{-1})+e^{-2}\theta_p$. Subtracting the two gives

$$\theta_{n+1}-\theta_p=e^{-2}(\theta_n-\theta_p).$$

Each period shrinks the deviation to $e^{-2}=0.135$ of its previous size, whatever the starting temperature. For a cold start set $\theta_0=0$, which makes the first pulse begin at zero. Then

$$\theta_n=\theta_p\left(1-e^{-2n}\right).$$

The successive peaks are 0.632, 0.718, 0.729 and 0.731 of $PR$. From a cold start they approach the limit from below, so "reaches 73 percent" is a statement about the repeating state. To the nearest percent, it already holds at the third pulse.

### A second route

The result can also be found without joining exponentials. Start the clock at the beginning of a pulse. The square wave of power is its mean plus odd harmonics:

$$\frac{P(t)}{P}=\frac12+\sum_{n=1,3,5,\dots}\frac{2}{\pi n}\sin\frac{n\pi t}{\tau}.$$

For a drive $PR\sin\omega t$, try $\theta=PR(a\sin\omega t+b\cos\omega t)$ in $\tau\,d\theta/dt+\theta=PR\sin\omega t$. The cosine terms require $b=-\omega\tau a$. The sine terms require $a-\omega\tau b=1$, so $a=1/(1+\omega^2\tau^2)$. The response is

$$\theta=PR\,\frac{\sin\omega t-\omega\tau\cos\omega t}{1+\omega^2\tau^2}.$$

Here $\omega\tau=n\pi$. At the end of the pulse, $t=\tau$, the sine vanishes and the cosine is $-1$ for odd $n$. Each harmonic then contributes $\frac{2}{\pi n}\cdot\frac{n\pi}{1+n^2\pi^2}$, and

$$\frac{\theta_p}{PR}=\frac12+\sum_{n=1,3,5,\dots}\frac{2}{1+n^2\pi^2}.$$

Summed numerically over two million harmonics, this gives 0.731059. Direct numerical integration of the heat balance from a cold start gives the same six digits, as does $1/(1+e^{-1})$.

### Other pulse lengths

The 73 percent depends on the pulse length as well as on the duty. Keep 50 percent duty, but let pulse and pause each last $t_p$. Every $e^{-1}$ above becomes $e^{-t_p/\tau}$, and the same cancellation gives

$$\frac{\theta_p}{PR}=\frac{1-e^{-t_p/\tau}}{1-e^{-2t_p/\tau}}=\frac{1}{1+e^{-t_p/\tau}}.$$

- For $t_p\ll\tau$ the fraction tends to 1/2. The device hardly responds within a pulse and feels the average power. At $t_p=0.1\tau$ the fraction is 0.525.
- For $t_p\gg\tau$ it tends to 1. Each pulse is long enough to act like continuous power. At $t_p=3\tau$ the fraction is 0.953.

### Numbers for a transistor

Take a gallium nitride transistor on silicon carbide with about 1 mm of gate width, in pulsed radio-frequency service. Rough typical values are $P=5$ W of dissipated power, $R=15$ K/W, $\tau=20$ µs and a base at 350 K. The heat capacity is

$$C=\frac{\tau}{R}=\frac{20\ \text{µs}}{15\ \text{K/W}}=1.33\ \text{µJ/K}.$$

The period is 40 µs, which means 25 kHz. The continuous rise is $PR=5\times15=75$ K. The first pulse peaks at $0.632\times75=47.4$ K, and the repeating peak is

$$\theta_p=0.731\times75\ \text{K}=54.8\ \text{K}.$$

Between pulses the rise falls to 20.2 K, so the device swings by about 35 K in every period. The peak temperature is about 405 K, against 425 K under continuous power. The 73 percent applies to the rise above the base, not to these absolute temperatures.

### How far to trust it for a real device

One assumption that such a transistor breaks is the single time constant. Heat passes through a small region near the channel, then the substrate, then the package, and these respond at very different speeds. A simple extension writes the total rise as a sum of terms, each with its own resistance and time constant and each driven by the same power. The terms are fitted to the response of the whole device. They correspond only roughly to separate layers, because the layers pass heat to one another, so a layer's own resistance and time constant cannot simply be inserted as a term. For the temperature at the heat source itself every term has a positive resistance, so each grows during the pulse and falls during the pause, and all of them peak together at the pulse end. At points away from the source some terms can be negative and the maximum can come after the pulse has ended. The formula for general $t_p$ then applies to each term with its own time constant.

Add a fast term of 3 K/W and 0.5 µs, which mainly reflects the region near the channel. It has time to settle fully within the pulse, so its own fraction is 1.000 and it adds $5\times3=15$ K to both the peak and the continuous rise:

$$\frac{54.8+15.0}{75+15}=0.776.$$

Add instead a slow term of 3 K/W and 5 ms, which mainly reflects the package. It feels nearly the average power, its own fraction is 0.501, and it adds only 7.5 K to the peak:

$$\frac{54.83+7.515}{75+15}=0.693.$$

With both terms the fraction is $77.34/105=0.737$. This lies close to 0.731 because the two shifts nearly cancel for the resistances chosen here. It does not mean that the simple model has the temperature right, since the peak rise is now 77 K instead of 55 K. The slow term also needs many pulses to settle, because its time constant spans $5\ \text{ms}/40\ \text{µs}=125$ periods.

Another assumption is that $R$, $C$ and $P$ do not change with temperature. I changed them one at a time, without the extra terms. The coefficients are illustrative, not data for a particular device, and the heat capacity of silicon carbide can grow somewhat faster near 350 K than assumed here:

| Change | Peak (K) | Continuous (K) | Fraction |
|---|---|---|---|
| None | 54.8 | 75.0 | 0.731 |
| Conductivity falls as $T^{-1.3}$ | 58.1 | 86.8 | 0.670 |
| $C$ grows 0.15 % per K of rise | 53.9 | 75.0 | 0.719 |
| $P$ droops 0.20 % per K of rise | 50.4 | 65.2 | 0.773 |

In the conductivity row the heat flow $\theta/R$ is replaced by $\frac1R\int_0^\theta(1+s/350\ \text{K})^{-1.3}\,ds$. This averages the conductivity over the temperatures between base and device, while all of $C$ stays at the hot end. The row depends on this choice and on the exponent, and a steeper fall such as $T^{-2}$ lowers the fraction to 0.63. The percentages are relative to the values at the base temperature, and each fraction uses the continuous rise of the same modified device, with both values taken before rounding.

When the conductivity falls with temperature, a hotter device loses heat less easily than the constant $R$ suggests. The continuous state is the hotter of the two and is raised more, by 16 percent against 6 percent for the pulsed peak, so the fraction drops.

A growing heat capacity leaves the continuous rise alone, because nothing is being stored in a steady state. It does slow the response, which acts like a shorter pulse and lowers the fraction.

The droop can be worked out by hand. With $P(1-\beta\theta)$ in place of $P$, the balance during the pulse becomes

$$\tau\frac{d\theta}{dt}=PR-(1+b)\theta,\qquad b=\beta PR=0.002\times75=0.15.$$

The continuous rise is now $75/1.15=65.2$ K, and it is approached with the exponent $1.15\,t/\tau$. The pause still has the exponent $t/\tau$. Matching the ends of the period as before gives

$$\frac{1-e^{-1.15}}{1-e^{-2.15}}=0.773.$$

The device approaches its lower ceiling faster, so it gets closer to it within a pulse. The sign of the droop is an assumption. If the dissipated power instead rises with temperature, for example because efficiency falls, then $b=-0.15$ and the same formula gives $(1-e^{-0.85})/(1-e^{-1.85})=0.679$.

Taken one at a time, these changes move the fraction between about 0.67 and 0.78. The fast term above is only one sixth of the total resistance. With narrow gate fingers on a thin silicon carbide substrate, roughly half of the resistance can respond much faster than the pulse, and the fraction is then near $0.5\times0.731+0.5\times1=0.87$. The values 0.67 to 0.78 should be read in that light. They are estimates for the rough inputs above, not limits on what a real transistor can do. The value $1/(1+e^{-1})$ belongs to the model with one time constant and fixed properties. For a particular device at 50 percent duty, you would need its thermal response over all relevant times and, for rises as large as these, its temperature dependence too. The remaining digits are in the numerical output below.

## Calculated quantities

```
Pulse power P: 5.0 W
Thermal resistance R: 15.0 K/W
Time constant = pulse length: 20.0 us
Period: 40.0 us
Repetition rate: 25.0 kHz
Heat capacity C: 1.333 uJ/K
Base temperature: 350 K
exp(-1): 0.3679
exp(-2): 0.1353
Continuous-power rise PR: 75.00 K
Peak of pulse 1 from cold: 47.41 K, fraction of PR 0.6321
Peak of pulse 2 from cold: 53.83 K, fraction of PR 0.7177
Peak of pulse 3 from cold: 54.69 K, fraction of PR 0.7292
Peak of pulse 4 from cold: 54.81 K, fraction of PR 0.7308
Repeating peak rise, integrated: 54.83 K
Repeating peak fraction, integrated: 0.731059
Repeating peak fraction, formula: 0.731059
Repeating peak fraction, Fourier sum: 0.731059
Repeating valley rise: 20.17 K, fraction 0.2689
Peak-to-valley swing: 34.66 K
Time-averaged rise: 37.50 K
Peak over average rise: 1.462
Peak temperature, pulsed: 404.8 K
Temperature, continuous power: 425.0 K
Peak fraction for pulse of 0.1 tau: 0.5250
Peak fraction for pulse of 0.5 tau: 0.6225
Peak fraction for pulse of 3.0 tau: 0.9526
Fast stage: 3.0 K/W, 0.5 us, own fraction 1.0000
Slow stage: 3.0 K/W, 5.0 ms, own fraction 0.5010
With fast stage: peak 69.83 K, continuous 90.00 K, fraction 0.7759
With slow stage: peak 62.34 K, continuous 90.00 K, fraction 0.6927
With both stages: peak 77.34 K, continuous 105.00 K, fraction 0.7366
Conductivity exponent: 1.3 (dimensionless)
Falling conductivity: peak 58.12 K, continuous 86.77 K, fraction 0.6698
Heat-capacity growth: 0.15 percent/K
Growing heat capacity: peak 53.92 K, continuous 75.00 K, fraction 0.7189
Power droop: 0.20 percent/K
Drooping power: peak 50.44 K, continuous 65.22 K, fraction 0.7735
```
